# Joule-heated supported channel: temperature profile and the 90 percent length

## Problem

A thin conducting channel lies on a substrate. It occupies \(-L/2<x<L/2\), with thickness \(t\), width \(W\) and in-plane thermal conductivity \(k\). The current heats it uniformly with power \(p\) per unit area. The substrate removes heat at the rate \(G\,(T-T_0)\) per unit area, where \(T_0\) is the ambient temperature. Metal contacts hold both ends at \(T_0\).

The state is steady, \(k\), \(G\) and \(p\) are constants, and the temperature varies along \(x\) alone. Write \(\theta=T-T_0\) for the temperature rise.

1. Derive the equation for \(\theta(x)\) and solve it. Identify the healing length \(\lambda\), the distance over which the influence of a contact fades.
2. Find the ratio \(L/\lambda\) at which the midpoint reaches 90 percent of the rise of a very long channel carrying the same \(p\).
3. At that ratio, what share of the heat leaves through the contacts?
4. Evaluate the results for a monolayer MoS2 channel on SiO2 on silicon, with these rough typical values:
   - film: \(k=40\) W/(m K), \(t=0.65\) nm;
   - film–oxide interface conductance: \(G_i=15\) MW/(m² K);
   - oxide: \(k_{ox}=1.4\) W/(m K), thickness \(d=30\) nm;
   - current per width \(J=100\) µA/µm, electron density \(n=10^{13}\) cm⁻², mobility \(\mu=30\) cm²/Vs, \(T_0=300\) K.

## Hints

**Hint 1.** Balance the heat entering and leaving a slice of length \(dx\). There are four terms: conduction in, conduction out, Joule heat and loss to the substrate.

**Hint 2.** Far from both contacts the profile is flat. Find that flat value first, then write an equation for the departure from it.

**Hint 3.** The midpoint condition is a quadratic equation in \(e^{L/2\lambda}\).

**Hint 4.** The heat reaching a contact follows from the slope of \(\theta\) at the end. The heat reaching the substrate follows from the mean of \(\theta\). The two must add up to the total, which checks the solution.

## Solution

### 1. Equation and profile

The heat current along the channel, positive towards \(+x\), is \(Q(x)=-ktW\,d\theta/dx\). In the steady state a slice between \(x\) and \(x+dx\) gains as much heat as it loses:

\[
Q(x)+pW\,dx=Q(x+dx)+GW\theta\,dx .
\]

Since \(Q(x+dx)-Q(x)=(dQ/dx)\,dx=-ktW\theta''\,dx\), division by \(W\,dx\) gives

\[
kt\,\theta''-G\theta+p=0 .
\]

Using one temperature across the thickness requires \(Gt/k_\perp\ll1\), where \(k_\perp\) is the conductivity across the film: a flux \(G\theta\) crossing the film produces a temperature drop of order \(G\theta t/k_\perp\), which must be small beside \(\theta\).

Far from the contacts \(\theta''=0\), and the equation gives the long-channel rise

\[
\theta_\infty=\frac{p}{G}.
\]

Let \(f=\theta-\theta_\infty\). Then \(f''=\theta''\), and \(-G\theta+p=-Gf\), so

\[
\lambda^2 f''=f,\qquad \lambda=\sqrt{\frac{kt}{G}} .
\]

The general solution is \(f=A\cosh(x/\lambda)+B\sinh(x/\lambda)\). Define \(u=L/(2\lambda)\). The conditions \(\theta(\pm L/2)=0\) read

\[
A\cosh u+B\sinh u=-\theta_\infty,\qquad
A\cosh u-B\sinh u=-\theta_\infty .
\]

Subtracting them gives \(2B\sinh u=0\), hence \(B=0\). Adding them gives \(A=-\theta_\infty/\cosh u\). The profile is

\[
\theta(x)=\frac{p}{G}\left[1-\frac{\cosh(x/\lambda)}{\cosh u}\right].
\]

Because \(\cosh(x/\lambda)\) grows with \(|x|\), the midpoint is the hottest place.

### 2. The 90 percent length

At \(x=0\) the rise, as a fraction of \(\theta_\infty\), is

\[
F(u)=\frac{\theta(0)}{\theta_\infty}=1-\frac{1}{\cosh u},
\qquad
\frac{dF}{du}=\frac{\sinh u}{\cosh^2u}>0\quad(u>0).
\]

\(F\) climbs steadily from 0 to 1, so each fraction between them belongs to one length. Setting \(F=0.9\) gives \(\cosh u=10\). With \(y=e^u\),

\[
\frac{y+1/y}{2}=10\quad\Rightarrow\quad y^2-20y+1=0
\quad\Rightarrow\quad y=10\pm\sqrt{99}.
\]

The product of the roots is 1, so they correspond to \(+u\) and \(-u\). A positive length takes the larger root:

\[
u=\ln\!\left(10+\sqrt{99}\right)=2.99322,
\]
\[
\boxed{\frac{L}{\lambda}=2\,\mathrm{arccosh}\,10=5.986}
\]

A root search on a direct numerical solution of the differential equation also gives 5.98645.

For a general fraction, \(L/\lambda=2\,\mathrm{arccosh}[1/(1-F)]\). This gives 2.634 for 50 percent and 10.60 for 99 percent.

**Long-channel limit.** For large \(u\), \(\cosh u\approx e^u/2\), so the missing fraction is

\[
1-F\approx 2e^{-u}.
\]

Each contact, at distance \(L/2\) from the middle, contributes one term \(e^{-L/2\lambda}\). Setting \(2e^{-u}=0.1\) gives \(L/\lambda=2\ln20=5.991\), which is 0.08 percent above the exact ratio. In this limit, reducing the missing fraction tenfold costs an extra length \(2\lambda\ln10\approx4.6\lambda\).

**Short-channel limit.** For small \(u\), \(1/\cosh u=1-u^2/2+5u^4/24-\dots\), so

\[
\theta(0)=\frac{p}{G}\,\frac{u^2}{2}\left(1-\frac{5u^2}{12}+\dots\right)
\approx\frac{p}{G}\,\frac{L^2G}{8kt}=\frac{pL^2}{8kt}.
\]

\(G\) cancels: nearly all the heat leaves through the contacts, and the profile is the parabola of a channel without a substrate. The first correction reaches 1 percent at \(u\approx0.155\), or \(L\approx0.31\lambda\).

**What is held fixed.** Lengths are compared here at equal \(p\), which for constant sheet resistance \(R_s\) means equal current per width. At fixed channel voltage \(V\), the field is \(V/L\) and \(p=V^2/(R_sL^2)\), so lengthening the channel also lowers \(\theta_\infty\). The fraction \(F\) at a given \(L\) is unchanged if \(\theta_\infty\) is evaluated with the \(p\) of that same channel.

### 3. Where the heat goes

The slope at the right end is \(\theta'(L/2)=-(\theta_\infty/\lambda)\tanh u\). The heat per unit width entering that contact is therefore

\[
q=-kt\,\theta'(L/2)=\frac{kt}{\lambda}\,\frac{p}{G}\tanh u=p\lambda\tanh u ,
\]

where \(kt/G=\lambda^2\) was used. The two contacts together take the fraction

\[
\frac{2q}{pL}=\frac{2\lambda}{L}\tanh u=\frac{\tanh u}{u}
\]

of the total heat \(pL\). The substrate takes

\[
\frac{1}{pL}\int_{-L/2}^{L/2}G\theta\,dx
=1-\frac{1}{L}\,\frac{2\lambda\sinh u}{\cosh u}
=1-\frac{\tanh u}{u}.
\]

The shares add to one, as they must.

At the 90 percent length, \(\tanh u=\sqrt{\cosh^2u-1}/\cosh u=\sqrt{99}/10\), so the contacts' share is \(0.99499/2.99322=0.332\). A channel whose midpoint is close to its long-channel temperature still sends a third of its heat through its ends.

The substrate's share, 0.668, is also the mean rise divided by \(\theta_\infty\). The mean thus approaches the long-channel value far more slowly than the midpoint does. For the mean to reach 90 percent, \(\tanh u/u=0.1\) is needed, which gives \(u\approx10\) and \(L\approx20\lambda\). A thermometer that averages over the channel and one that reads its centre therefore call for different lengths.

### 4. Numbers for the MoS2 channel

The same heat flux crosses the interface and then the oxide, so their temperature drops add:

\[
\frac1G=\frac1{G_i}+\frac{d}{k_{ox}}
=\frac{1}{15}+\frac{1}{46.67}\ \frac{\text{m}^2\,\text{K}}{\text{MW}},
\qquad G=11.35\ \text{MW/(m² K)}.
\]

The interface supplies about three quarters of this resistance. The oxide–silicon interface is left out; a rough conductance of 200 MW/(m² K) there would lower \(G\) to 10.7 MW/(m² K) and lengthen \(\lambda\) by about 3 percent. With the in-plane \(k\), \(Gt/k=1.8\times10^{-4}\). Even if \(k_\perp\) were a hundred times smaller than \(k\), \(Gt/k_\perp\) would be only 0.018, so one temperature across the film is a consistent choice. The healing length is

\[
\lambda=\sqrt{\frac{40\times0.65\times10^{-9}}{11.35\times10^{6}}}\ \text{m}=47.9\ \text{nm},
\]

and the 90 percent length of the ideal model is

\[
L_{90}=5.986\times47.86\ \text{nm}=286.5\ \text{nm},\ \text{or about }287\ \text{nm}.
\]

Since \(\lambda\propto\sqrt{kt/G}\), doubling the assumed film conductivity would lengthen \(L_{90}\) by a factor \(\sqrt2\).

The sheet resistance is \(R_s=1/(en\mu)=20.8\) kΩ per square. With \(J=100\) A/m,

\[
p=J^2R_s=(100)^2\times2.081\times10^{4}=208\ \text{MW/m²},
\]
\[
\theta_\infty=\frac{208.1}{11.35}\ \text{K}=18.3\ \text{K}.
\]

At this fixed current per width the midpoint rise is 6.9 K for \(L=100\) nm, 16.5 K at \(L_{90}\), and 18.3 K for \(L=1000\) nm.

## Variation 1: contacts that are not ideal

*The film continues under the metal, to which it is coupled by a finite conductance \(G_c\) per unit area. The metal stays at \(T_0\), and no heat is generated under it. How does the 90 percent length change?*

Under a long contact the film loses heat both upwards and downwards, so \(kt\,\theta''=(G+G_c)\theta\). The solution that decays away from the channel is

\[
\theta=E\,e^{-(x-L/2)/\lambda_c},\qquad \lambda_c=\sqrt{\frac{kt}{G+G_c}},
\]

where \(E\) is the rise at the channel end. Temperature and heat flow are continuous there, so the channel solution must obey \(\theta'(L/2)=-\theta(L/2)/\lambda_c\). Insert \(\theta=\theta_\infty[1-a\cosh(x/\lambda)]\):

\[
-\frac{a\sinh u}{\lambda}=-\frac{1-a\cosh u}{\lambda_c}.
\]

Multiplying by \(-\lambda_c\) and writing \(r=\lambda_c/\lambda\) gives \(ra\sinh u=1-a\cosh u\), hence

\[
F=1-a=1-\frac{1}{\cosh u+r\sinh u}.
\]

For \(F=0.9\), again with \(y=e^u\), the condition \(\cosh u+r\sinh u=10\) becomes

\[
(1+r)y^2-20y+(1-r)=0,
\]
\[
\frac{L}{\lambda}=2\ln\frac{10+\sqrt{99+r^2}}{1+r}.
\]

The limit \(r\to0\) restores the ideal result.

With a rough \(G_c=20\) MW/(m² K), \(\lambda_c=28.8\) nm and \(r=0.602\). The ratio falls to 5.05 and the 90 percent length to 242 nm. The contacts cool the channel less well, so a shorter channel suffices to reach the same midpoint fraction.

## Variation 2: resistance that rises with temperature

*At fixed current, let the heating be \(p(1+\beta\theta)\). Find the new long-channel rise and 90 percent length, with ideal contacts.*

The heat balance becomes

\[
kt\,\theta''-(G-\beta p)\theta+p=0 .
\]

This is the original equation with \(G\) replaced by \(G(1-b)\), where \(b=\beta p/G\). For \(b<1\),

\[
\theta_\infty'=\frac{\theta_\infty}{1-b},\qquad
\lambda'=\frac{\lambda}{\sqrt{1-b}},\qquad
L_{90}'=\frac{L_{90}}{\sqrt{1-b}},
\]

where 90 percent now refers to the new long-channel rise. As \(b\to1\), that rise diverges: the extra Joule heat per kelvin matches the extra heat the substrate can remove.

If \(\mu\propto T^{-1.2}\), a rough choice, the resistance grows as \(T^{1.2}\), and to first order \(\beta=1.2/T_0=0.004\) K⁻¹. Then \(b=0.004\times18.33=0.073\), the long-channel rise becomes 19.8 K, and \(L_{90}'=286.5/\sqrt{1-0.0733}\approx298\) nm.

If \(k\) also falls as \(1/T\), the equation is nonlinear. Its numerical solution at the original 287 nm gives a midpoint rise of 17.7 K, or 89.4 percent of the new long-channel rise.

## How far the model holds for a real device

The assumption of ideal contacts affects the result noticeably. A two-dimensional heat-flow calculation that includes both the finite \(G_c\) and sideways conduction in the oxide gives a 90 percent length of about 245 nm, some 14 percent below the ideal 287 nm. Sideways conduction alone is minor here: with ideal contacts it lowers the midpoint fraction at 287 nm from 0.900 to 0.896. That figure belongs to the 30 nm oxide. For thicker oxides the local loss term \(G\theta\) fails: at \(L=5.986\lambda\), with \(\lambda\) computed for each oxide, the midpoint fraction with ideal contacts is about 0.85 for 90 nm and 0.68 for 300 nm.

Contact resistance adds heat of its own. At a rough 1 kΩ µm, each contact generates \(J^2R_c=10\) W per metre of width, which is comparable with the 9.9 W/m that the channel sends into each ideal contact. If all of it is released in the film at the channel edges, the two-dimensional calculation raises the midpoint at 287 nm from 0.934 to 0.973 of \(p/G\). If all this heat and the 9.9 W/m of an ideal contact entered long metal pads 50 nm thick, of conductivity 150 W/(m K) and cooled through \(G_c=20\) MW/(m² K) in series with \(G\), the pads would warm by an estimated 2.7 K, which would add about 0.3 K at the midpoint. For this \(G_c\) the estimate is high, because less channel heat reaches the contacts and part of the heat passes from the film straight into the substrate: solving film and metal together gives a pad rise of 1.0 K or 1.8 K, for contact heat released in the film or in the metal, and less than 0.1 K at the midpoint. The silicon beneath a channel 5 µm wide, taken with a conductivity of 140 W/(m K), would warm by about 0.6 K if all the channel heat passed straight down into it.

Peltier heat, for a rough Seebeck coefficient of 200 µV/K, is about 6 W/m, released at one contact and absorbed at the other. The linear model is symmetric about \(x=0\), so this odd source produces an odd temperature change, which vanishes at the midpoint. It does not vanish elsewhere. With \(G_c=20\) MW/(m² K) and the Peltier heat released in the film at the edges, the two channel ends shift by about \(\pm4\) K. With the contact heat added, the hottest point moves about 67 nm towards the heated contact, at 18.1 K against 17.8 K in the middle.

Uniform heating is a fair assumption at 287 nm. The channel voltage is then 0.60 V against a gate overdrive of 13.9 V, so the electron density varies by about 4 percent along the channel. It is poorer at 1000 nm: with \(10^{13}\) cm⁻² at the source the density falls by 16 percent towards the drain, the midpoint rise is 19.9 K instead of 18.3 K, and the peak of 20.7 K lies near the drain. The oxide field is 4.6 MV/cm, below the rough breakdown value of 10 MV/cm.

Fourier's law is less secure. The kinetic estimate \(2k/(Cv)\) of the phonon mean free path, with a rough heat capacity \(C=2\) MJ/(m³ K) and phonon speed \(v=3\) km/s, gives 13 nm, or \(0.28\lambda\); speeds between 2 and 5 km/s would give about 20 to 8 nm. The temperature changes near the contacts over only a few mean free paths, and the resulting shift of the 90 percent length has not been calculated here. The ratio 5.986 is therefore a property of the ideal diffusive model, while the length in nanometres carries the uncertainty of \(k\), \(G\) and the contacts.

## Table of computed values

```
L/lambda for 50, 90, 99 %: 2.6339, 5.98645, 10.5966
same, root search on numerical solution: 2.6339, 5.98645, 10.5966
estimate 2 ln 20: 5.99146
u at 90 %: 2.99322
heat share to contacts at 90 %: 0.3324
mean rise / long-channel rise at 90 %: 0.6676
INPUTS (rough typical values)
film k = 40 W/m/K, t = 0.65 nm, ambient = 300 K
film-oxide interface = 15 MW/m2/K
oxide k = 1.4 W/m/K, thickness = 30 nm
current = 100 uA/um, density = 1.0e+13 cm^-2
mobility = 30 cm2/Vs, width = 5 um
IDEAL MODEL
oxide alone = 46.67 MW/m2/K, total G = 11.35 MW/m2/K
thickness check G t/k = 1.8e-04
healing length = 47.86 nm
90 % length = 286.5 nm
sheet resistance = 20.81 kOhm per square
heating p = 208.1 MW/m2 = 20.81 kW/cm2
long-channel rise = 18.33 K
midpoint rise at L = 100.0 nm: 6.85 K
midpoint rise at L = 286.5 nm: 16.50 K
midpoint rise at L = 1000.0 nm: 18.33 K
NEGLECTED EFFECTS, at the ideal 90 % length
film-metal conductance = 20 MW/m2/K, lambda_c = 28.8 nm, r = 0.602
midpoint fraction, real contacts: 0.9374
90 % length, real contacts: 241.5 nm, L/lambda = 5.046
midpoint fraction, oxide spreading, ideal contacts: 0.896
midpoint fraction, spreading + real contacts: 0.934
90 % length, spreading + real contacts: 245 nm, L/lambda = 5.13
contact resistance = 1.0 kOhm um, heat per contact = 10.0 W/m
channel heat into each ideal contact = 9.91 W/m
midpoint rise added by contact heat at edges: 0.69 K
midpoint fraction, spreading + contacts + contact heat: 0.973
metal pad (150 W/m/K, 50 nm) rise = 2.70 K, midpoint effect = 0.27 K
silicon rise, upper estimate (140 W/m/K) = 0.62 K
k ~ 1/T and mobility ~ T^-1.2: midpoint = 17.68 K
  long-channel rise then = 19.78 K, fraction = 0.8940, b = 0.0733
phonon mean free path (2 MJ/m3/K, 3 km/s) = 13.3 nm, /lambda = 0.28
Peltier heat (200 uV/K) = +/-6.0 W/m at the two contacts
channel voltage = 0.596 V, gate overdrive = 13.9 V
oxide field = 4.64 MV/cm, channel field = 0.0208 MV/cm
drift speed = 6.24e+05 cm/s
```
